# The Unpaired Zeroth Landau Level of an Exchange-Gapped Dirac Surface

To compute the Landau levels of a magnetized topological surface by matrix diagonalization, one expands the two spin components in oscillator functions and cuts the basis off. One must then decide how many functions each component gets. Equal numbers look natural, but they produce a level at both edges of the exchange gap, and one of the two is an artefact. The correct choice gives one spin component an additional function. Which component it is depends on the sign of the field, and whether the resulting level lies at the upper or the lower edge depends also on the sign of the exchange mass.

## Model and conventions

Let the surface normal be $\hat z$, the field $\mathbf B=B\hat z$ uniform, and the electron charge $-e$ with $e>0$. The kinetic momentum is $\boldsymbol\pi=\mathbf p+e\mathbf A$. The surface Hamiltonian is

$$H=v(\sigma_x\pi_y-\sigma_y\pi_x)+m\sigma_z ,\qquad v>0. \tag{1}$$

Here $m$ is an energy with a sign: it is the exchange coupling of the electron spin to the out-of-plane magnetization. This is a single-particle model with a uniform mass and no disorder. At $B=0$ the energies are $\pm\sqrt{m^2+v^2p^2}$, so the gap has edges at $\pm|m|$. SI symbols are kept because $e$, $\hbar$ and $B$ carry the signs and scales of interest.

A spin rotation about $z$ simplifies (1). Let $U=e^{i\theta\sigma_z/2}$. Since $\sigma_z$ anticommutes with $\sigma_x$, moving $U^\dagger$ to the left through $\sigma_x$ turns it into $U$:

$$U\sigma_xU^\dagger=U^2\sigma_x=(\cos\theta+i\sigma_z\sin\theta)\sigma_x=\cos\theta\,\sigma_x-\sin\theta\,\sigma_y ,$$

where $\sigma_z\sigma_x=i\sigma_y$. In the same way, $\sigma_z\sigma_y=-i\sigma_x$ gives $U\sigma_yU^\dagger=\cos\theta\,\sigma_y+\sin\theta\,\sigma_x$. For $\theta=-\pi/2$ we have $\sigma_x\to\sigma_y$ and $\sigma_y\to-\sigma_x$, hence

$$UHU^\dagger=v(\sigma_x\pi_x+\sigma_y\pi_y)+m\sigma_z . \tag{2}$$

The opposite surface of a film has $-v$ in (1) when the same spin axes are used. The choice $\theta=+\pi/2$ brings it to (2) as well. Neither rotation changes $\sigma_z$, so two surfaces with equal $m$ and $B$ have the same levels.

## The ladder operators and the sign of the field

The momentum components do not commute with each other:

$$[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB . \tag{3}$$

With $\pi_\pm=\pi_x\pm i\pi_y$ it follows that

$$[\pi_-,\pi_+]=i[\pi_x,\pi_y]-i[\pi_y,\pi_x]=2i[\pi_x,\pi_y]=2\hbar eB . \tag{4}$$

Written out in spin space, (2) is

$$H=\begin{pmatrix}m&v\pi_-\\ v\pi_+&-m\end{pmatrix}. \tag{5}$$

Take $B>0$ first. Define $a=\pi_-/\sqrt{2\hbar eB}$. Because $\pi_+=\pi_-^\dagger$, equation (4) becomes $[a,a^\dagger]=1$. With

$$\varepsilon=v\sqrt{2\hbar e|B|}, \tag{6}$$

the Hamiltonian reads

$$H=\begin{pmatrix}m&\varepsilon a\\ \varepsilon a^\dagger&-m\end{pmatrix}\qquad(B>0). \tag{7}$$

The operator $a^\dagger a$ cannot be negative, and $a$ lowers its eigenvalue by one. The descent must therefore end at a state with $a\varphi_0=0$, and the eigenvalues are $n=0,1,2,\dots$ The normalized functions obey $a\varphi_n=\sqrt n\,\varphi_{n-1}$ and $a^\dagger\varphi_{n-1}=\sqrt n\,\varphi_n$. Each $\varphi_n$ also carries a label for the position of the orbit, which $a$ and $a^\dagger$ leave unchanged.

## The paired levels

For $n\ge1$, let $H$ act on $(\alpha\varphi_{n-1},\beta\varphi_n)$. The upper component becomes $(m\alpha+\varepsilon\sqrt n\,\beta)\varphi_{n-1}$ and the lower one $(\varepsilon\sqrt n\,\alpha-m\beta)\varphi_n$. The pair is closed, and its energies satisfy

$$(m-E)(-m-E)-\varepsilon^2n=E^2-m^2-\varepsilon^2n=0,$$

$$E_{n,\pm}=\pm\sqrt{m^2+2e\hbar v^2|B|\,n},\qquad n=1,2,\dots \tag{8}$$

These levels lie outside the zero-field gap and are symmetric about zero. The sign of $m$ does not enter their energies.

## The level without a partner

The pairs use every upper function $\varphi_0,\varphi_1,\dots$ but only the lower functions $\varphi_1,\varphi_2,\dots$ What remains is $(0,\varphi_0)$. In (7) its upper component is $\varepsilon a\varphi_0=0$ and its lower one is $-m\varphi_0$, so

$$E_0=-m\qquad(B>0). \tag{9}$$

The pairs and this state span the whole space, so the list is complete. The absence of a level at $+m$ can also be shown directly. Suppose $(u,d)$ were a normalizable state with $E=+m\neq0$. The two rows of (7) would require

$$ad=0,\qquad \varepsilon a^\dagger u=2m\,d . \tag{10}$$

Applying $a$ to the second equation gives $aa^\dagger u=0$. But $\langle u|aa^\dagger|u\rangle=\langle u|a^\dagger a|u\rangle+\langle u|u\rangle\ge\langle u|u\rangle$, so $u=0$, and then $d=0$.

For $B<0$ the right side of (4) is negative, and the lowering operator is $a=\pi_+/\sqrt{2\hbar e|B|}$. In (7), $a$ and $a^\dagger$ change places. The pairs become $(\varphi_n,\varphi_{n-1})$, with the same energies (8), and the remaining state is $(\varphi_0,0)$ with energy $+m$. Both cases are contained in

$$E_0=-m\,\mathrm{sgn}(B). \tag{11}$$

If $mB>0$, the zeroth level lies at the lower edge $-|m|$. If $mB<0$, it lies at the upper edge $+|m|$.

The square of the kinetic term shows why the spin is fixed. Using $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$ and (3),

$$(\sigma_x\pi_x+\sigma_y\pi_y)^2=\pi^2+i\sigma_z[\pi_x,\pi_y]=\pi^2+\hbar eB\sigma_z . \tag{12}$$

The smallest value of $\pi^2$ is $\hbar e|B|$. The spin term cancels it when $\sigma_z=-\mathrm{sgn}(B)$ and doubles it for the other spin. The field therefore selects the spin of the state with no kinetic energy, and the exchange term assigns that spin the energy $m\sigma_z$, which is (11).

The sign in (11) belongs to the conventions stated. For particles of charge $+e$ in (1), the commutator (3) changes sign and so does (11). The opposite handedness, $\sigma_x\pi_x-\sigma_y\pi_y$, exchanges $\pi_+$ and $\pi_-$ in (5) and also reverses the sign in (11). Hole doping does not: it changes the filling of the levels, not their energies.

The basis question is now settled. For $B>0$, suppose both components are given $\varphi_0,\dots,\varphi_{N-1}$. The upper function $\varphi_{N-1}$ should couple to the lower $\varphi_N$, which is missing. It is left alone with energy $+m$, a false level at the empty edge. Giving the lower component the additional function $\varphi_N$ removes it. For $B<0$ the upper component needs the additional function.

## A second route in Landau gauge

The result can be checked without ladder operators. Take $\mathbf A=(0,Bx,0)$ and an orbit centred at $x=0$. Measure lengths in $l=\sqrt{\hbar/(e|B|)}$ and energies in $\hbar v/l$, and write $s=\mathrm{sgn}(B)$, $M=ml/(\hbar v)$ and $\mathcal E=El/(\hbar v)$. With upper component $iw$ and lower component $d$, (5) becomes

$$d'=-sx\,d-(\mathcal E-M)w,\qquad w'=sx\,w+(\mathcal E+M)d . \tag{13}$$

Consider $s=+1$ at the empty edge, $\mathcal E=M$. The first equation gives $d=Ce^{-x^2/2}$. The second can then be written

$$\frac{d}{dx}\left(we^{-x^2/2}\right)=2MC\,e^{-x^2}. \tag{14}$$

For a bound state the bracket vanishes at both ends, so the integral of the right side must be zero. This forces $C=0$, and the remaining solution $w\propto e^{x^2/2}$ is not normalizable. At $\mathcal E=-M$, by contrast, $w=0$ and $d=e^{-x^2/2}$ is a bound state.

Equations (13) were also integrated numerically from $x=-6$ to the centre, where mirror symmetry requires $d=0$ or $w=0$ for a bound state. For the example below, the energies found within $2.3\,\hbar v/l$ of zero at 10 T, for all four sign pairs, agree in number with (8) and (11). So do those within $2.7\,\hbar v/l$ at 0.5 T for $B>0$, $m<0$. The largest difference in energy is $3\times10^{-8}$ meV.

## How many electrons the level holds

In the gauge $\mathbf A=\tfrac B2(-y,x,0)$ with $B>0$, put $z=x+iy$. Then $\partial_x-i\partial_y=2\partial_z$ and $A_x-iA_y=-\tfrac{iB}2\bar z$, so $\pi_-\varphi_0=0$ becomes

$$\partial_z\varphi_0=-\frac{\bar z}{4l^2}\varphi_0,\qquad \varphi_{0,j}\propto\bar z^{\,j}e^{-r^2/4l^2},\quad j=0,1,2,\dots \tag{15}$$

With $t=r^2/2l^2$, the squared norm of $\bar z^{\,j}e^{-r^2/4l^2}$ is $2\pi l^2(2l^2)^j\int_0^\infty t^je^{-t}dt=2\pi l^2(2l^2)^jj!$. The summed density of the normalized states is

$$\sum_{j}|\varphi_{0,j}|^2=\frac{e^{-t}}{2\pi l^2}\sum_{j}\frac{t^j}{j!}=\frac1{2\pi l^2}=\frac{e|B|}{h}. \tag{16}$$

The raising operator produces one state of each higher $n$ for every $j$, so all levels hold this density. Now keep $B$ and the chemical potential fixed, with the latter between $-|m|$ and $|m|$, and reverse $m$. At low temperature the levels with $n\ge1$ keep their energies and fillings, while the zeroth level goes from full to empty or the reverse. The electron density changes by $e|B|/h$.

## The weak-field limit

For $\varepsilon^2n\ll m^2$, (8) expands to

$$|E_n|\simeq|m|+\hbar\omega_cn,\qquad \omega_c=\frac{e|B|v^2}{|m|}. \tag{17}$$

At the edge that holds the zeroth level, the series starts at the edge itself. At the other edge it starts a full quantum $\hbar\omega_c$ away. An ordinary parabolic band would start at half a quantum on both sides. For $mB>0$ the two series are those of ordinary bands with both edges moved up by $\tfrac12\hbar\omega_c$; for $mB<0$ both are moved down. The asymmetry vanishes in proportion to $|B|$, so the zero-field gap is recovered continuously, though with a kink at $B=0$. In the other limit, $m\to0$, the zeroth level moves to zero energy and there is no edge to select.

## Terms that move the zeroth level

Add a Zeeman term $\tfrac12g\mu_BB\sigma_z$ and a quadratic term $\pi^2/2m^*$. The first adds to the mass. For the second, $\pi^2=\tfrac12(\pi_+\pi_-+\pi_-\pi_+)=\hbar e|B|(2a^\dagger a+1)$, so $\varphi_0$ remains an eigenfunction. Hence

$$E_0=-\mathrm{sgn}(B)\left(m+\tfrac12g\mu_BB\right)+\frac{\hbar e|B|}{2m^*}. \tag{18}$$

Since $\mathrm{sgn}(B)B=|B|$, both corrections are independent of the signs of $m$ and $B$. They shift the level off the zero-field edge by the same amount in all four cases. The spin-dependent part of (18) is governed by the total mass $m+\tfrac12g\mu_BB$, whose magnitude, for $g>0$ and a Zeeman term smaller than $|m|$, is reduced when $m$ and $B$ have opposite signs.

## Example: a telluride film with a magnetic interface

Take rough values in the regime of a (Bi,Sb)$_2$Te$_3$ film with a magnetic layer on one face: $v=4\times10^5$ m/s and $|m|=15$ meV, a gap of 30 meV. At 10 T the magnetic length is 8.11 nm and $\hbar v/l=32.45$ meV, so $\varepsilon=\sqrt2\times32.45=45.89$ meV. Then

$$E_1=\sqrt{15^2+45.89^2}=48.28\ \text{meV},\qquad E_2=\sqrt{15^2+2\times45.89^2}=66.61\ \text{meV}.$$

The zeroth level is at $-15$ meV when $m$ and $B$ have equal signs and at $+15$ meV when they differ. It holds $2.4\times10^{11}$ cm$^{-2}$.

The four sign pairs are not equally accessible. In a ferromagnet, $m$ is proportional to the magnetization, with a sign set by the exchange coupling. Suppose that this sign gives $mB>0$ when the magnetization follows the field. At 10 T, reversing the field then reverses $m$ too, and the level stays at the lower edge. To place it at the upper edge, the field must oppose a stored magnetization and remain below the coercive field.

Let that opposed field be 0.5 T, assuming that the layer withstands it. Now $\varepsilon=10.26$ meV, the zeroth level is at $+15$ meV, and the next one is at 18.17 meV. The spacing is 3.17 meV; the weak-field form (17) gives $10.26^2/30=3.5$ meV, about 11% more. The zeroth level holds $1.2\times10^{10}$ cm$^{-2}$, one twentieth of its value at 10 T.

Whether this level can be resolved depends on scattering. A mobility of 3000 cm$^2$/Vs at an energy of 100 meV, with cyclotron mass $E/v^2$, gives $\tau=\mu E/(ev^2)=0.19$ ps and a width $\hbar/\tau=3.5$ meV. This takes the transport time, which the mobility measures, as the lifetime that sets the width, and carries the result over to the zeroth level; both are rough assumptions. On that basis the level is separate at 10 T, where its nearest neighbour on the same surface is 33 meV away, but overlaps strongly with its neighbour at 0.5 T: for Lorentzian levels with $\hbar/\tau$ as the full width at half maximum, and with the tails of the higher levels included, a dip of only 3 to 4% below the peak of the zeroth level remains between the two. A readout of the stored sign by a resolved zeroth level would then be unreliable at the low field, even though (11) holds in the clean model.

The corrections in (18) scale as $g$ and $1/m^*$, which vary between materials, and for positive $g$ and $m^*$ they cancel in part. With assumed values $g=10$ and $m^*=0.3\,m_e$, they are $-2.89$ and $+1.93$ meV at 10 T, so the aligned level moves from $-15$ to about $-16$ meV. An opposed field would have to reach about 52 T for the Zeeman term to cancel the mass.

Hexagonal warping, $\tfrac\lambda2(k_+^3+k_-^3)\sigma_z$ with $k_\pm=\pi_\pm/\hbar$, couples $\varphi_0$ to $\varphi_3$. Since $k_+=\sqrt2\,a^\dagger/l$ for $B>0$ and $(a^\dagger)^3\varphi_0=\sqrt6\,\varphi_3$, the coupling has magnitude $W=\tfrac\lambda2(\sqrt2/l)^3\sqrt6$. For $\lambda=0.25$ eV nm$^3$ this is 1.62 meV at 10 T. The resulting second-order shift is only about 0.01 meV for $m>0$, because $W$ is far smaller than the distances to the two $n=3$ levels, about 66 and 96 meV. Their contributions also have opposite signs and cancel in part.

The potential in a real film is also not uniform. Charge puddles of roughly 10 meV over 30 nm change the potential by 2.7 meV across one magnetic length at 10 T. To a first approximation they carry the levels up and down, so a level at $-15$ meV may lie anywhere from about $-25$ to $-5$ meV. These are outer limits: each orbit averages the potential over its own width, which reduces the shift, and more so for the next few levels, whose orbits are wider. At 0.5 T this picture fails. The magnetic length, 36 nm, then exceeds the puddle size, and the potential slope exceeds $evB$, the value above which a uniform electric field leaves no discrete Landau levels. The assumed mass and mobility are both favourable: a mobility ten times lower would give a width of 35 meV, larger than the gap. Temperature sets another limit. The thermal energy is 0.17 meV at 2 K but 26 meV at 300 K, where the filling of the zeroth level no longer distinguishes the two edges sharply.

A film also has a second surface. If it carries no exchange mass, its zeroth level lies at zero energy in the model (2), 15 meV from that of the magnetic surface, and all its levels add to a signal that probes both surfaces. With the same $v$ and the Dirac points of both surfaces at the same energy, which an asymmetric film need not have, its $n=2$ level at 0.5 T lies at 14.5 meV, almost on top of the zeroth level at $+15$ meV, so a peak there would not by itself identify the magnetic surface. For a film of 20 nm and a half bulk gap of 125 meV, the decay length $\hbar v/(125\ \text{meV})=2.1$ nm suggests a coupling between the surfaces of order $2\times125\ \text{meV}\times e^{-20/2.1}\approx0.02$ meV, which is negligible here. This estimate uses the in-plane speed for the decay along the normal and is sensitive to it: a normal speed 1.5 times larger would give about 0.4 meV, still far below $|m|$. If the Dirac point lies at the middle of the bulk gap, the levels (8) up to $n=7$ remain inside it at 10 T. The quadratic term shifts higher levels more strongly: with the value of $m^*$ assumed above, the levels of positive energy remain inside only up to $n=5$. Outside the bulk gap, the surface model no longer stands alone.

## Computed values

```
Dirac speed: 4.00e+05 m/s
exchange mass |m|: 15.0 meV
zero-field gap 2|m|: 30.0 meV
|B| = 10.0 T: magnetic length 8.11 nm
  hbar v/l: 32.45 meV
  sqrt(2 e hbar v^2 |B|): 45.89 meV
  states per level: 2.418e+11 cm^-2
  sign B +1, sign m +1: -66.61, -48.28, -15.00, 48.28, 66.61 meV
  sign B +1, sign m -1: -66.61, -48.28, 15.00, 48.28, 66.61 meV
  sign B -1, sign m +1: -66.61, -48.28, 15.00, 48.28, 66.61 meV
  sign B -1, sign m -1: -66.61, -48.28, -15.00, 48.28, 66.61 meV
|B| = 0.5 T: magnetic length 36.28 nm
  hbar v/l: 7.26 meV
  sqrt(2 e hbar v^2 |B|): 10.26 meV
  states per level: 1.209e+10 cm^-2
  sign B +1, sign m -1: -18.17, 15.00, 18.17 meV
largest formula-integration difference: 3.1e-08 meV
E1 - |m| at 10.0 T: 33.28 meV
E1 - |m| at 0.5 T: 3.17 meV
Zeeman shift of E0, 10.0 T, g=10: -2.89 meV
quadratic shift of E0, 10.0 T, m*=0.3 me: 1.93 meV
Zeeman shift of E0, 0.5 T, g=10: -0.14 meV
quadratic shift of E0, 0.5 T, m*=0.3 me: 0.10 meV
opposed field where Zeeman cancels |m|: 51.8 T
warping strength: 0.25 eV nm^3
warping coupling n=0 to n=3, 10.0 T: 1.62 meV
second-order warping shift of E0, m>0, B>0: 0.0125 meV
mobility: 3000 cm2/Vs at 100 meV
scattering time: 0.188 ps
scattering width hbar/tau: 3.51 meV
thermal energy at 2 K: 0.17 meV
thermal energy at 300 K: 25.85 meV
charge puddles: 10 meV over 30 nm
puddle potential drop over l, 10.0 T: 2.70 meV
half bulk gap: 125 meV
surface-state decay length estimate: 2.11 nm
coupling of surfaces, 20 nm film, estimate: 0.019 meV
highest n inside the bulk gap at 10.0 T: 7
```
